# Rocksalt cation order and octahedral tilts in double perovskites: a numerical check

```python
# Result under test: rocksalt B/B' order in a cubic perovskite gives Fm-3m;
# adding the tilts a-a-c+ gives P21/n, with 12 internal modes and 4 strains.
# sigma: occupation wave at R; phi: out-of-phase tilt about x and about y;
# psi: in-phase tilt about z. B is at the origin; lengths in units of a_p
# unless stated. A 2x2x2 periodic cell (40 atoms) carries all the patterns.
import itertools
import numpy as np

E3 = np.eye(3)
CELLS = list(itertools.product((0, 1), repeat=3))
OFFSET2 = {'A': (1, 1, 1), 'B': (0, 0, 0),
           'X0': (1, 0, 0), 'X1': (0, 1, 0), 'X2': (0, 0, 1)}
kinds = [k for n in CELLS for k in OFFSET2]
cell_of = np.array([n for n in CELLS for k in OFFSET2])
pos2 = 2 * cell_of + np.array([OFFSET2[k] for k in kinds])  # doubled
pos0 = pos2 / 2.0
index = {tuple(p): i for i, p in enumerate(pos2)}
site = {(kinds[i], tuple(cell_of[i])): i for i in range(40)}
R, M, X = (1, 1, 1), (1, 1, 0), (0, 0, 1)   # twice the wavevectors


def pattern(k, disp):
    """Displacement wave: disp[kind] times the phase of the cell."""
    u = np.zeros((40, 3))
    for i, kind in enumerate(kinds):
        if kind in disp:
            u[i] = (-1) ** int(np.dot(k, cell_of[i])) * np.array(disp[kind])
    return u


def rotation(k, w):
    return pattern(k, {'X%d' % j: np.cross(w, E3[j]) / 2 for j in range(3)})


def stretch(k, S):
    S = np.array(S, float)
    return pattern(k, {'X%d' % j: S @ E3[j] for j in range(3)})


def unit(u):
    return u / np.linalg.norm(u)


# All parent operations: 48 signed permutations times 8 translations.
ops = []
for p in itertools.permutations(range(3)):
    for s in itertools.product((1, -1), repeat=3):
        rot = np.zeros((3, 3), int)
        for row in range(3):
            rot[row, p[row]] = s[row]
        for t in CELLS:
            image = (pos2 @ rot.T + 2 * np.array(t)) % 4
            ops.append((rot, np.array(t),
                        np.array([index[tuple(q)] for q in image])))
assert len(ops) == 384


def act(op, u):
    out = np.empty_like(u)
    out[op[2]] = u @ op[0].T
    return out


def act_scalar(op, f):
    out = np.empty_like(f)
    out[op[2]] = f
    return out


occ = np.array([(-1.0) ** int(sum(cell_of[i])) if kinds[i] == 'B' else 0.0
                for i in range(40)])


def stabilizer(u, f):
    return [g for g in ops if np.allclose(act(g, u), u, atol=1e-10)
            and np.allclose(act_scalar(g, f), f)]


def translations(group):
    return [g for g in group if np.array_equal(g[0], np.eye(3, dtype=int))]


def point_count(group):
    return len({g[0].tobytes() for g in group})


tilt_R = rotation(R, (1, 1, 0))
tilt_M = rotation(M, (0, 0, 1))
none_u, none_f = np.zeros((40, 3)), np.zeros(40)
groups = {
    'order only': stabilizer(none_u, occ),
    'tilts only': stabilizer(0.10 * tilt_R + 0.14 * tilt_M, none_f),
    'order + a-a-c0': stabilizer(0.10 * tilt_R, occ),
    'order + a0a0c+': stabilizer(0.14 * tilt_M, occ),
    'order + a-a-c+': stabilizer(0.10 * tilt_R + 0.14 * tilt_M, occ)}
G_F, G_P, G_M = (groups[k] for k in
                 ('order only', 'tilts only', 'order + a-a-c+'))

# Fm-3m: fcc translations and full m-3m symmetry at the B site.
assert {tuple(g[1]) for g in translations(G_F)} == {
    (0, 0, 0), (1, 1, 0), (1, 0, 1), (0, 1, 1)}
assert sum(not g[1].any() for g in G_F) == 48 and len(G_F) == 192

# P21/n: lattice, screw axis and glide plane from the surviving operations.
cell = np.array([[1, -1, 0], [1, 1, 0], [0, 0, 2]], float).T  # columns a,b,c
b_axis = np.array([1, 1, 0])
assert {tuple(g[1]) for g in translations(G_M)} == {(0, 0, 0), (1, 1, 0)}
assert round(np.linalg.det(cell)) == 8 // len(translations(G_M))
assert point_count(G_M) == 4 and len(G_M) == 8


def intrinsic(g, axes):
    w = (g[1] + g[0] @ g[1]) / 2
    return tuple(float(v) for v in
                 np.mod(np.round(np.linalg.solve(axes, w), 6), 1))


twofold = [g for g in G_M if np.linalg.det(g[0]) > 0 and np.trace(g[0]) == -1]
planes = [g for g in G_M if np.linalg.det(g[0]) < 0 and np.trace(g[0]) == 1]
assert all(np.array_equal(g[0] @ b_axis, b_axis) for g in twofold)
assert {tuple(g[1]) for g in twofold} == {(1, 0, 1), (0, 1, 1)}
screw = {intrinsic(g, cell) for g in twofold}
glide = {intrinsic(g, cell) for g in planes}
assert screw == {(0, .5, 0)} and glide == {(.5, 0, .5)}

# Pnma without cation order: n, m and a planes normal to its three axes.
axes_P = np.array([[1, 1, 0], [0, 0, 2], [1, -1, 0]], float).T
assert point_count(G_P) == 8 and len(translations(G_P)) == 2
for normal, expected in enumerate([(0, .5, .5), (0, 0, 0), (.5, 0, 0)]):
    found = {intrinsic(g, axes_P) for g in G_P
             if np.linalg.det(g[0]) < 0 and np.trace(g[0]) == 1
             and np.allclose(g[0] @ axes_P[:, normal], -axes_P[:, normal])}
    assert found == {expected}


def count_modes(group):
    """Numbers of invariant displacements and strains, from characters."""
    nd = sum(np.trace(g[0]) * np.sum(g[2] == np.arange(40)) for g in group)
    ns = sum((np.trace(g[0]) ** 2 + np.trace(g[0] @ g[0])) / 2 for g in group)
    return round(nd / len(group)), round(ns / len(group))


assert [count_modes(g) for g in (G_F, G_P, G_M)] == [(1, 1), (7, 3), (12, 4)]

# Mode table: name, wave, pattern, (dimension, chi C4z, chi C2[110]),
# lowest couplings as powers of (sigma, phi, psi).
S_xy = [[0, 1, 0], [1, 0, 0], [0, 0, 0]]
S_shear = [[0, 0, -1], [0, 0, 1], [-1, 1, 0]]
T2 = (3, -1, 1)
modes = [
    ('R T1g X tilt', R, tilt_R, (3, 1, -1), {(0, 1, 0)}),
    ('M A2g X tilt', M, tilt_M, (3, 1, -1), {(0, 0, 1)}),
    ('R A1g X breathing', R, stretch(R, E3), (1, 1, 1), {(1, 0, 0)}),
    ('R Eg X stretch', R, stretch(R, np.diag([-1, -1, 2])), (2, 0, 0),
     {(1, 2, 0), (1, 0, 2)}),
    ('R T2g(xy) X', R, stretch(R, S_xy), T2, {(1, 2, 0)}),
    ('R T2g(xy) A', R, pattern(R, {'A': (0, 0, 1)}), T2, {(1, 2, 0)}),
    ('R T2g(yz-xz) X', R, stretch(R, S_shear), T2, {(0, 3, 0), (0, 1, 2)}),
    ('R T2g(yz-xz) A', R, pattern(R, {'A': (1, -1, 0)}), T2,
     {(0, 3, 0), (0, 1, 2)}),
    ('M B1g X stretch', M, stretch(M, np.diag([1, -1, 0])), (3, -1, -1),
     {(0, 2, 1)}),
    ('M Eg X', M, pattern(M, {'X0': (0, 0, 1), 'X1': (0, 0, 1)}), (6, 0, 0),
     {(1, 1, 1)}),
    ('X Eg A antipolar', X, pattern(X, {'A': (1, 1, 0)}), (6, 0, 0),
     {(0, 1, 1)}),
    ('X Eg X antipolar', X, pattern(X, {'X2': (1, 1, 0)}), (6, 0, 0),
     {(0, 1, 1)})]
strains = [
    ('strain 2zz-xx-yy', np.diag([-1., -1., 2.]), {(0, 2, 0), (0, 0, 2)}),
    ('strain xy', np.array(S_xy, float), {(0, 2, 0)}),
    ('strain yz-xz', np.array(S_shear, float), {(1, 3, 0), (1, 1, 2)})]

basis12 = np.array([unit(m[2]).ravel() for m in modes])
assert np.allclose(basis12 @ basis12.T, np.eye(12))
for g in G_M:
    for m in modes:
        assert np.allclose(act(g, m[2]), m[2])
    for s in strains:
        assert np.allclose(g[0] @ s[1] @ g[0].T, s[1])


def find_op(rot):
    return next(g for g in ops if not g[1].any() and np.array_equal(g[0], rot))


C4z = find_op([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
C2d = find_op([[0, 1, 0], [1, 0, 0], [0, 0, -1]])
for name, k, u, expected, _ in modes:
    orbit = np.array([act(g, unit(u)).ravel() for g in ops])
    _, sv, vh = np.linalg.svd(orbit, full_matrices=False)
    span = vh[sv > 1e-8]
    chars = [sum(np.sum(v.reshape(40, 3) * act(g, v.reshape(40, 3)))
                 for v in span) for g in (C4z, C2d)]
    assert np.allclose([len(span)] + chars, expected, atol=1e-8), name

# Lowest invariants linear in each mode, found by averaging over the parent.
wave_M = [(0, 1, 1), (1, 0, 1), (1, 1, 0)]
prim = [unit(rotation(R, E3[i])) for i in range(3)]
prim += [unit(rotation(wave_M[i], E3[i])) for i in range(3)]
start = prim[0] + prim[1] + prim[5]
coords = np.array([[occ @ act_scalar(g, occ) / 8]
                   + [np.sum(b * act(g, start)) for b in prim] for g in ops])


def lowest_couplings(orbit):
    for degree in range(5):
        found = set()
        for c in itertools.combinations_with_replacement(range(7), degree):
            values = np.prod(coords[:, list(c)], axis=1)
            if np.linalg.norm(values @ orbit) / 384 > 1e-9:
                found.add((sum(i == 0 for i in c),
                           sum(1 <= i <= 3 for i in c),
                           sum(i >= 4 for i in c)))
        if found:
            return found
    return set()


# Independent road: forces and stresses of an anharmonic crystal model.
# Central pair energies alone miss some couplings that symmetry allows, so
# each B site also carries a bond-angle energy over its 6 X and 8 A
# neighbours: a sum of exp(kappa d_i.d_j), with strength following sigma.
shifts = 2.0 * np.array(list(itertools.product(range(-2, 3), repeat=3)))
near2 = np.array(list(itertools.product((1, -1), repeat=3))
                 + [tuple(int(v) for v in s * E3[j])
                    for j in range(3) for s in (1, -1)])


def crystal_model(sigma, phi, psi, width2=0.5, kappa=3.0, bending=0.3):
    u = phi * tilt_R + psi * tilt_M
    r = pos0 + u
    strength = np.array([{'A': 1.3, 'B': 1.0}.get(k, 0.8) for k in kinds])
    strength = strength + sigma * occ
    d = r[None, :, None] - r[None, None, :] + shifts[:, None, None]
    s = np.sum(d * d, axis=-1)
    s[s < 1e-12] = np.inf
    slope = -np.exp(-s / width2) / s * (1 / width2 + 1 / s)
    slope = slope * np.outer(strength, strength)
    weighted = slope[..., None] * d
    gradient = 2 * weighted.sum(axis=(0, 2))
    stress = weighted.reshape(-1, 3).T @ d.reshape(-1, 3)
    for i in range(40):
        if kinds[i] == 'B':
            near = np.array([index[tuple(q)] for q in (pos2[i] + near2) % 4])
            arm = near2 / 2.0 + u[near] - u[i]
            c = strength[near]
            energy = np.outer(c, c) * np.exp(kappa * arm @ arm.T)
            pull = bending * strength[i] * kappa * energy @ arm
            np.add.at(gradient, near, pull)
            gradient[i] -= pull.sum(axis=0)
            stress = stress + pull.T @ arm
    return gradient, stress


lam = 0.01
small = crystal_model(3 * lam, lam, 0.5 * lam)
large = crystal_model(6 * lam, 2 * lam, lam)
no_order = crystal_model(0.0, 2 * lam, lam)


def monomial(powers):
    return '*'.join(n + ('^%d' % p if p > 1 else '')
                    for n, p in zip(('sigma', 'phi', 'psi'), powers) if p)


table = []
entries = [(m[0], unit(m[2]), m[4], 0) for m in modes]
entries += [(s[0], unit(s[1]), s[2], 1) for s in strains]
for name, q, expected, which in entries:
    if which == 0:
        orbit = np.array([act(g, q).ravel() for g in ops])
    else:
        orbit = np.array([(g[0] @ q @ g[0].T).ravel() for g in ops])
    found = lowest_couplings(orbit)
    assert found == expected, (name, found)
    f1, f2, f0 = (np.sum(q * z[which]) for z in (small, large, no_order))
    order = np.log2(abs(f2 / f1))
    assert abs(order - sum(next(iter(found)))) < 0.1, (name, order)
    if all(p[0] % 2 for p in found):
        assert abs(f0) < 1e-10 and abs(f2) > 100 * abs(f0), (name, f0, f2)
    table.append((name, found, order))


# Rebuild structures from four sites and the P21/n general positions.
def fractional(r):
    return np.linalg.solve(cell, r)


reps = [site[(k, (0, 0, 0))] for k in ('A', 'X0', 'X1', 'X2')]


def rebuild_error(u):
    r = pos0 + u
    made = []
    for i in reps:
        x, y, z = fractional(r[i])
        for q in ((x, y, z), (-x, -y, -z), (.5 - x, .5 + y, .5 - z),
                  (.5 + x, .5 - y, .5 + z)):
            for extra in ((0, 0, 0), (1, 1, 0)):
                made.append(cell @ np.array(q) + extra)
    made = np.array(made)
    worst = 0.0
    for i in range(40):
        if kinds[i] != 'B':
            d = made - r[i]
            d -= 2 * np.round(d / 2)
            worst = max(worst, np.min(np.linalg.norm(d, axis=1)))
    return worst


rng = np.random.default_rng(3)
general = (rng.uniform(-0.1, 0.1, 12) @ basis12).reshape(40, 3)
assert rebuild_error(general) < 1e-10

# Worked model: linear tilt displacements in an unstrained cell.
a_p, phi_deg, psi_deg, breathing, a_shift = 4.0, 6.0, 8.0, 0.05, 0.10
u = np.radians(phi_deg) * tilt_R + np.radians(psi_deg) * tilt_M
u = u + breathing / a_p * stretch(R, E3)
u = u + a_shift / a_p * pattern(X, {'A': np.array([1, 1, 0]) / np.sqrt(2)})
assert rebuild_error(u) < 1e-10
r = pos0 + u

print('Parent operations in the 2x2x2 cell:', len(ops))
for name, g in groups.items():
    print('%-15s operations %3d, point operations %2d, translations %d'
          % (name, len(g), point_count(g), len(translations(g))))
print('Domain states of P21/n per Fm-3m crystal:', len(G_F) // len(G_M))
print('Screw translation (a,b,c fractions):', *screw)
print('Glide translation (a,b,c fractions):', *glide)
for name, g in (('Fm-3m', G_F), ('Pnma', G_P), ('P21/n', G_M)):
    print('%-6s free displacements %2d, free strains %d'
          % ((name,) + count_modes(g)))
print('Mode | lowest couplings | order measured in the crystal model')
for name, found, order in table:
    print('%-18s | %-25s | %.3f'
          % (name, ', '.join(monomial(p) for p in sorted(found)), order))
print('Model a_p = %.2f angstrom; tilts x, y: %.1f deg; z: %.1f deg'
      % (a_p, phi_deg, psi_deg))
print('Breathing %.2f angstrom; A shift along b %.2f angstrom'
      % (breathing, a_shift))
print('Resultant out-of-phase tilt: %.2f deg' % (np.sqrt(2) * phi_deg))
print('Cell a, b, c: %.4f %.4f %.4f angstrom; beta = 90 deg (unstrained)'
      % tuple(a_p * np.linalg.norm(cell, axis=0)))
for label, i in zip(('A', 'X1', 'X2', 'X3'), reps):
    print('%-2s fractional x, y, z: %8.5f %8.5f %8.5f'
          % ((label,) + tuple(fractional(r[i]))))
for j in range(3):
    to_B = -r[reps[j + 1]]
    to_Bp = E3[j] - r[reps[j + 1]]
    l1, l2 = np.linalg.norm(to_B), np.linalg.norm(to_Bp)
    angle = np.degrees(np.arccos(to_B @ to_Bp / (l1 * l2)))
    print("X%d: B-X %.4f angstrom, B'-X %.4f angstrom, B-X-B' %.2f deg"
          % (j + 1, a_p * l1, a_p * l2, angle))
print('verified')
```

Printed output:

```
Parent operations in the 2x2x2 cell: 384
order only      operations 192, point operations 48, translations 4
tilts only      operations  16, point operations  8, translations 2
order + a-a-c0  operations  16, point operations  4, translations 4
order + a0a0c+  operations  32, point operations 16, translations 2
order + a-a-c+  operations   8, point operations  4, translations 2
Domain states of P21/n per Fm-3m crystal: 24
Screw translation (a,b,c fractions): (0.0, 0.5, 0.0)
Glide translation (a,b,c fractions): (0.5, 0.0, 0.5)
Fm-3m  free displacements  1, free strains 1
Pnma   free displacements  7, free strains 3
P21/n  free displacements 12, free strains 4
Mode | lowest couplings | order measured in the crystal model
R T1g X tilt       | phi                       | 0.919
M A2g X tilt       | psi                       | 0.908
R A1g X breathing  | sigma                     | 0.998
R Eg X stretch     | sigma*psi^2, sigma*phi^2  | 2.998
R T2g(xy) X        | sigma*phi^2               | 3.000
R T2g(xy) A        | sigma*phi^2               | 3.000
R T2g(yz-xz) X     | phi*psi^2, phi^3          | 2.999
R T2g(yz-xz) A     | phi*psi^2, phi^3          | 3.002
M B1g X stretch    | phi^2*psi                 | 2.998
M Eg X             | sigma*phi*psi             | 3.000
X Eg A antipolar   | phi*psi                   | 2.001
X Eg X antipolar   | phi*psi                   | 1.997
strain 2zz-xx-yy   | psi^2, phi^2              | 1.999
strain xy          | phi^2                     | 1.999
strain yz-xz       | sigma*phi*psi^2, sigma*phi^3 | 3.998
Model a_p = 4.00 angstrom; tilts x, y: 6.0 deg; z: 8.0 deg
Breathing 0.05 angstrom; A shift along b 0.10 angstrom
Resultant out-of-phase tilt: 8.49 deg
Cell a, b, c: 5.6569 5.6569 8.0000 angstrom; beta = 90 deg (unstrained)
A  fractional x, y, z:  0.00000  0.51768  0.25000
X1 fractional x, y, z:  0.22134  0.29116 -0.02618
X2 fractional x, y, z: -0.29116  0.22134  0.02618
X3 fractional x, y, z:  0.05236  0.00000  0.25625
X1: B-X 2.0795 angstrom, B'-X 1.9810 angstrom, B-X-B' 160.19 deg
X2: B-X 2.0795 angstrom, B'-X 1.9810 angstrom, B-X-B' 160.19 deg
X3: B-X 2.0713 angstrom, B'-X 1.9724 angstrom, B-X-B' 163.14 deg
verified
```
